# Marcus–Levich–Jortner Rate and the Energy-Gap Law in the Inverted Region, part 1

(Sections cited here and not found follow in the second part.)

## The rate as a sum over vibrational channels

An electron passes from a donor state to an acceptor state through a constant coupling $V$. The free energy changes by $\Delta G$, which is negative for a downhill transfer. The transfer displaces a slow classical bath with reorganization energy $\lambda$ at temperature $T$, and one fast vibration with quantum $\hbar\omega$ and Huang–Rhys factor $S$, which starts in its ground state. To second order in $V$ the rate is the Marcus–Levich–Jortner sum

$$
k=\frac{2\pi V^2}{\hbar}\,\frac{1}{\sqrt{4\pi\lambda k_BT}}\sum_{n=0}^{\infty}e^{-S}\frac{S^n}{n!}\exp\!\left[-\frac{(\Delta G+\lambda+n\hbar\omega)^2}{4\lambda k_BT}\right].
$$

Let $E=-\Delta G-\lambda$ be the energy gap left after the bath has been reorganized, and let $p=E/\hbar\omega$ be the same gap counted in quanta. Deep in the inverted region, where $p\gg1$ and $p>S$, the sum collapses to an energy-gap law. If the vibrational lines are broad enough to merge, while $2\lambda k_BT/(\hbar\omega)^2$ stays well below both $p$ and $\sqrt{2p}/x_0$, it reads

$$
k\simeq\frac{V^2}{\hbar}\sqrt{\frac{2\pi}{\hbar\omega E}}\;e^{-S-\gamma E/\hbar\omega}\;\exp\!\left[\frac{\lambda k_BT\,x_0^2}{(\hbar\omega)^2}\right],\qquad x_0=\ln\frac{p}{S},\quad \gamma=x_0-1 .
$$

Without its last factor this is the Englman–Jortner law. When the lines are narrow, that bare form, taken at a gap of a whole number of quanta, gives the rate averaged over one quantum centred there. When they have merged, the last factor is needed, and it need not be close to one.

The model has two electronic states, $|D\rangle$ and $|A\rangle$, and a set of harmonic modes $j$ whose frequencies are the same in both states and whose equilibrium positions differ. With the common zero-point energy dropped,

$$
H=H_D|D\rangle\langle D|+H_A|A\rangle\langle A|+V\big(|D\rangle\langle A|+|A\rangle\langle D|\big),
$$

$$
H_D=\sum_j\hbar\omega_j a_j^\dagger a_j,\qquad
H_A=\Delta G+\sum_j\hbar\omega_j\big(a_j^\dagger+\sqrt{S_j}\big)\big(a_j+\sqrt{S_j}\big).
$$

Because the frequencies do not change, the vibrational partition functions of the two states are equal. The difference between the energy minima is then also the free energy difference, and this justifies the symbol $\Delta G$. Expanding the product gives $\hbar\omega_j[a_j^\dagger a_j+\sqrt{S_j}(a_j+a_j^\dagger)+S_j]$. At the equilibrium position of the donor the acceptor therefore lies above its own minimum by $\lambda_j=S_j\hbar\omega_j$, the reorganization energy of that mode. Taking $V$ to be independent of the nuclear positions is the Condon approximation.

Suppose the system starts in $|D\rangle$ with a vibrational state $|i\rangle$. To first order in $V$ the acceptor component at time $t$ is

$$
|\psi_A(t)\rangle=-\frac{iV}{\hbar}\int_0^t dt_1\,e^{-iH_A(t-t_1)/\hbar}e^{-iH_Dt_1/\hbar}|i\rangle .
$$

Its squared norm contains two time integrals. The two acceptor propagators combine as $e^{iH_A(t-t_2)/\hbar}e^{-iH_A(t-t_1)/\hbar}=e^{-iH_A(t_2-t_1)/\hbar}$. Now average over the thermal density matrix $\rho$ of the donor. Since $\rho$ commutes with $H_D$, the factor $e^{-iH_Dt_1/\hbar}$ can be carried round the trace and joined to $e^{iH_Dt_2/\hbar}$. The acceptor population becomes

$$
P_A(t)=\frac{V^2}{\hbar^2}\int_0^t\!dt_1\int_0^t\!dt_2\,C(t_2-t_1),\qquad
C(\tau)=\mathrm{Tr}\big[\rho\,e^{iH_D\tau/\hbar}e^{-iH_A\tau/\hbar}\big].
$$

For a given difference $\tau=t_2-t_1$, the region of integration has length $t-|\tau|$. Therefore

$$
P_A(t)=\frac{V^2}{\hbar^2}\int_{-t}^{t}(t-|\tau|)\,C(\tau)\,d\tau,\qquad
\frac{dP_A}{dt}=\frac{V^2}{\hbar^2}\int_{-t}^{t}C(\tau)\,d\tau .
$$

The boundary terms of the derivative vanish because $t-|\tau|$ is zero there. If $C$ dies out within a short memory time, the derivative becomes constant after that time, and the constant is the rate:

$$
k=\frac{V^2}{\hbar^2}\int_{-\infty}^{\infty}C(t)\,dt .
$$

Two separations of time are involved. The coupling must be weak enough that $P_A$ is still small when the memory has gone. For the same rate to go on describing an exponential decay, the bath must also restore the thermal distribution of the donor faster than the transfer depletes it. If the first condition fails, as it does for strong coupling, the formula fails too. If only the second fails, as it does for a very sluggish bath, $k$ still gives the initial rate, but the later decay is not exponential with this rate. Return transfer from the acceptor is also left out. Once the acceptor has relaxed, this is justified when $-\Delta G\gg k_BT$.

The modes are independent, so $C(t)$ is $e^{-i\Delta Gt/\hbar}$ times a product of one factor per mode. For one mode, with its index dropped, introduce the displacement operator $D(\alpha)=\exp(\alpha a^\dagger-\alpha^*a)$. Replace $\alpha$ by $y\alpha$ and differentiate $D^\dagger aD$ with respect to $y$. The result is $D^\dagger[a,\alpha a^\dagger-\alpha^*a]D=\alpha$, and integration from $y=0$ to $1$ gives $D^\dagger(\alpha)\,a\,D(\alpha)=a+\alpha$. With $\alpha=\sqrt S$ and $N=a^\dagger a$ it follows that

$$
(a^\dagger+\sqrt S)(a+\sqrt S)=D^\dagger(\alpha)\,N\,D(\alpha).
$$

The factor of this mode is therefore

$$
C_1(t)=\big\langle e^{i\omega Nt}D^\dagger(\alpha)e^{-i\omega Nt}\,D(\alpha)\big\rangle .
$$

Under the free evolution $a$ becomes $ae^{-i\omega t}$ and $a^\dagger$ becomes $a^\dagger e^{i\omega t}$. Since $D^\dagger(\alpha)=D(-\alpha)$, the first three operators make up $D(\beta)$ with $\beta=-\sqrt S\,e^{i\omega t}$.

Two operators $A$ and $B$ whose commutator is a number obey $e^Ae^B=e^{A+B}e^{[A,B]/2}$. For the two displacement exponents the commutator is

$$
[\beta a^\dagger-\beta^*a,\ \alpha a^\dagger-\alpha^*a]=\beta\alpha^*-\beta^*\alpha=-S(e^{i\omega t}-e^{-i\omega t})=-2iS\sin\omega t ,
$$

so that $C_1(t)=e^{-iS\sin\omega t}\langle D(\eta)\rangle$ with $\eta=\sqrt S(1-e^{i\omega t})$.

To average $D(\eta)$, use the same operator identity to write it as $e^{-|\eta|^2/2}e^{\eta a^\dagger}e^{-\eta^*a}$. Only terms with equal powers of $a^\dagger$ and $a$ survive the thermal average:

$$
\langle D(\eta)\rangle=e^{-|\eta|^2/2}\sum_{m=0}^\infty\frac{(-|\eta|^2)^m}{(m!)^2}\,\langle a^{\dagger m}a^m\rangle .
$$

With $q=e^{-\hbar\omega/k_BT}$, the occupation probabilities are $(1-q)q^N$. Hence

$$
\langle a^{\dagger m}a^m\rangle=(1-q)\sum_N\frac{N!}{(N-m)!}q^N=(1-q)\,q^m\frac{d^m}{dq^m}\frac1{1-q}=m!\left(\frac q{1-q}\right)^m=m!\,\bar n^m ,
$$

where $\bar n=q/(1-q)$ is the mean occupation. The series then sums to $e^{-\bar n|\eta|^2}$. Since $|\eta|^2=2S(1-\cos\omega t)$,

$$
C_1(t)=\exp\{-S[(2\bar n+1)(1-\cos\omega t)+i\sin\omega t]\}.
$$

Writing the sine and cosine as exponentials gives an equivalent form,

$$
C_1(t)=\exp\{S[(\bar n+1)(e^{-i\omega t}-1)+\bar n(e^{i\omega t}-1)]\},
$$

in which the first term describes the emission of quanta into the mode and the second their absorption from it.

For the slow bath modes take $\hbar\omega_j\ll k_BT$, so that $2\bar n_j+1=\coth(\hbar\omega_j/2k_BT)\simeq2k_BT/\hbar\omega_j$. Take also $\omega_jt\ll1$ during the time over which $C$ decays, so that $\sin\omega_jt\simeq\omega_jt$ and $1-\cos\omega_jt\simeq\omega_j^2t^2/2$. The bath exponent is then

$$
-\sum_jS_j\left[\frac{2k_BT}{\hbar\omega_j}\,\frac{\omega_j^2t^2}{2}+i\omega_jt\right]
=-\frac{\lambda k_BT\,t^2}{\hbar^2}-\frac{i\lambda t}{\hbar},\qquad \lambda=\sum_jS_j\hbar\omega_j .
$$

It is convenient to set $\sigma^2=2\lambda k_BT$. The bath factor is then a Gaussian that decays in a time of order $\hbar/\sigma$, and the second condition becomes $\hbar\omega_j\ll\sigma$. Where the rate is very small, its time integral nearly cancels, and $dP_A/dt$ becomes constant only after several times $\hbar/\sigma$.

The quantity $\sigma$ has a direct meaning. The part of $H_A-H_D$ that fluctuates with the bath is $\sum_j\hbar\omega_j\sqrt{S_j}(a_j+a_j^\dagger)$. In the donor state its variance is $\sum_jS_j(\hbar\omega_j)^2(2\bar n_j+1)$, which tends to $2\lambda k_BT$ in the classical limit. Thus $\sigma$ is the thermal spread of the vertical energy difference between the two states.

The fast mode is treated in the opposite limit, $\bar n=0$. Its factor expands in powers of $e^{-i\omega t}$:

$$
\exp[S(e^{-i\omega t}-1)]=e^{-S}\sum_{n=0}^\infty\frac{S^n}{n!}e^{-in\omega t}.
$$

Inserting both factors into the rate gives

$$
k=\frac{V^2}{\hbar^2}\sum_ne^{-S}\frac{S^n}{n!}\int_{-\infty}^\infty dt\,\exp\!\left[-\frac{ib_nt}{\hbar}-\frac{\lambda k_BT\,t^2}{\hbar^2}\right],\qquad b_n=\Delta G+\lambda+n\hbar\omega .
$$

Completing the square turns the exponent into

$$
-\frac{\lambda k_BT}{\hbar^2}\left(t+\frac{i\hbar b_n}{2\lambda k_BT}\right)^2-\frac{b_n^2}{4\lambda k_BT}.
$$

The integrand has no singularities and decays at both ends, so the imaginary shift of $t$ does not change the integral. Its value is $\hbar\sqrt{\pi/\lambda k_BT}\;e^{-b_n^2/4\lambda k_BT}$. The prefactor becomes $(V^2/\hbar)\sqrt{\pi/\lambda k_BT}=(2\pi V^2/\hbar)/\sqrt{4\pi\lambda k_BT}$, and the sum stated at the beginning follows.

The Poisson weights are Franck–Condon factors. The acceptor eigenstates of the fast mode are $D^\dagger(\alpha)|n\rangle$, and the initial state is $|0\rangle$. From $D(\alpha)|0\rangle=e^{-S/2}e^{\alpha a^\dagger}|0\rangle$ the overlap is $\langle n|D(\alpha)|0\rangle=e^{-S/2}S^{n/2}/\sqrt{n!}$. Its square is

$$
P_n=e^{-S}\frac{S^n}{n!}.
$$

Each term of the sum is thus a Marcus rate for a reaction that leaves $n$ quanta in the fast mode. Its free energy change is $\Delta G+n\hbar\omega$, its activation energy is $(\Delta G+\lambda+n\hbar\omega)^2/4\lambda$, and its squared coupling is reduced from $V^2$ to $V^2P_n$. For $S\to0$ only $n=0$ remains, and the ordinary Marcus rate is recovered.

In terms of the gap $E=-\Delta G-\lambda$ the result has the compact form

$$
k=\frac{2\pi V^2}{\hbar}F(E),\qquad F(E)=\sum_nP_n\,\frac{e^{-(E-n\hbar\omega)^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}.
$$

The function $F$ is a normalized density in energy: a row of lines at multiples of $\hbar\omega$, each broadened by the bath. If $-\Delta G$ exceeds $\lambda$ by many times $\sigma$, the bath alone can bring the two states into resonance only by a rare fluctuation. If the gap also spans several quanta and $S$ is not very small, the fast mode offers another way. It can then take up most of the excess energy, at the price of a small Franck–Condon factor.

A worked case shows the balance. Take the round values $V=1$ meV, $\lambda=0.20$ eV, $\hbar\omega=0.18$ eV, $S=0.8$ and $T=300$ K, which are not meant to describe a particular material. Then $k_BT=0.02585$ eV and $\sigma=\sqrt{2(0.20)(0.02585)}=0.1017$ eV. The ratio $V/\sigma$ is about $0.01$, which suits a treatment to second order in $V$. For $\Delta G=-1.8$ eV the gap is $E=1.8-0.2=1.6$ eV.

The line nearest to this gap is $n=9$, at $1.62$ eV, yet $n=8$, at $1.44$ eV, contributes more. Leaving out the common factor $1/\sqrt{2\pi}\,\sigma$, the two terms are

$$
n=8:\quad 1.870\times10^{-6}\;e^{-(0.16)^2/2\sigma^2}=5.4\times10^{-7},
$$

$$
n=9:\quad 1.662\times10^{-7}\;e^{-(0.02)^2/2\sigma^2}=1.6\times10^{-7}.
$$

The Poisson weight falls by a factor of eleven from $n=8$ to $n=9$, which outweighs the better resonance. In the complete sum the channels $n=7$, $8$ and $9$ carry 9%, 70% and 21% of the rate. The density is $F=3.050\times10^{-6}\ \mathrm{eV}^{-1}$, and with $2\pi V^2/\hbar=9.546\times10^{9}$ eV/s

$$
k=(9.546\times10^{9})(3.050\times10^{-6})\ \mathrm{s}^{-1}=2.91\times10^{4}\ \mathrm{s}^{-1}.
$$

Suppose instead that the fast mode is wrongly counted as part of the classical bath. The total reorganization energy is then $\lambda+S\hbar\omega=0.344$ eV, and the Marcus exponent is $-(1.8-0.344)^2/[4(0.344)(0.02585)]\simeq-59.6$. The resulting rate is about $4\times10^{-16}\ \mathrm{s}^{-1}$, smaller than the sum by a factor of nearly $10^{20}$. The classical treatment fails here because $\hbar\omega$ is about seven times $k_BT$. The thermal motion it ascribes to the mode cannot supply the required fluctuation, whereas the quantum overlap with highly excited acceptor levels is small but far larger.

The inverted region begins where the rate passes its maximum as $-\Delta G$ grows. The mean of the density $F$ lies at $E=S\hbar\omega$, that is, at $-\Delta G=0.344$ eV. The maximum of the sum, located by a scan in steps of $0.001$ eV, lies at $-\Delta G=0.256$ eV. Mean and maximum differ because $F$ is not symmetric: the Poisson weights give it a long tail towards large gaps. The energy-gap law describes that tail.

The rate is now an explicit sum over vibrational channels, and the worked case shows the fast mode taking up most of the excess energy at the price of a small Franck–Condon factor. It remains to derive the energy-gap law for the tail of $F$ and to find how far the broadening of the lines changes it.

All numerical values are calculated from the stated model.
